# Complex bands and evanescent decay in a symmetric two-band insulator

An electron whose energy lies in the gap of a dielectric can enter the film only as an evanescent wave. The decay constant of that wave sets how fast direct tunnelling through the film falls with thickness, and how far defect states reach inside it. The bias is taken as small, so that the band edges are flat across the film; in a strong field the decay constant would vary with position. Other leakage paths, such as thermal emission over the barrier or hopping between traps, are not treated here. This problem asks how the decay constant depends on the position of the energy between the band edges.

Let \(E_v\) and \(E_c\) be the valence and conduction edges, \(E_g=E_c-E_v=2\Delta\) the gap, and \(z\) the interface normal. The in-plane wavevector is zero. Near the edges the state is described by two envelope functions, \(u\) for the conduction band and \(v\) for the valence band, which obey

\[
H(k)\begin{pmatrix}u\\ v\end{pmatrix}=E\begin{pmatrix}u\\ v\end{pmatrix},\qquad
H(k)=\begin{pmatrix}E_c & Pk\\ Pk & E_v\end{pmatrix},\qquad k=-i\frac{d}{dz},
\]

with a real coupling \(P>0\). Here \(k\) is measured from the wavevector of the band edges. Other bands and diagonal terms in \(k^2\) are left out until part (g). Energy from midgap is \(\varepsilon=E-(E_c+E_v)/2\), and the barrier seen by the electron is \(\varphi=E_c-E\).

The numerical example uses round model parameters, not those of a particular material: \(E_g=8\) eV and a band-edge mass \(m=0.5\,m_0\), where \(m_0\) is the free-electron mass and \(\hbar^2/2m_0=0.0381\) eV nm².

## (a) Find the real bands and express \(P\) through the band-edge mass.

**Solution.** In terms of \(\varepsilon\) the diagonal elements are \(\pm\Delta\). A nonzero solution requires

\[
(\Delta-\varepsilon)(-\Delta-\varepsilon)-P^2k^2=0
\quad\Rightarrow\quad
\varepsilon^2=\Delta^2+P^2k^2 .
\]

For \(Pk\ll\Delta\) the square root expands to

\[
\varepsilon=\pm\left(\Delta+\frac{P^2k^2}{2\Delta}+\dots\right)=\pm\left(\Delta+\frac{P^2k^2}{E_g}+\dots\right).
\]

The two bands are mirror images, so electrons and holes have the same mass. Setting \(P^2k^2/E_g=\hbar^2k^2/2m\) gives

\[
P^2=\frac{\hbar^2E_g}{2m}.
\]

In the example \(\hbar^2/2m=0.0381/0.5=0.0762\) eV nm², so \(P=\sqrt{0.0762\times 8}=0.781\) eV nm.

## (b) Fix \(E\) inside the gap and solve for \(k\).

**Solution.** The same determinant, read as an equation for \(k\), is

\[
P^2k^2=(E-E_c)(E-E_v).
\]

For \(E_v<E<E_c\) the first factor is negative and the second positive, so \(k^2<0\). A quadratic has two roots, and here they are \(k=\pm i\kappa\) with \(\kappa>0\). Inserting \(P^2\) from part (a),

\[
\boxed{\;\kappa^2=\frac{2m}{\hbar^2}\,\frac{(E-E_v)(E_c-E)}{E_g}\;}
\]

This is Franz's relation for equal masses. Since \(e^{ikz}=e^{\mp\kappa z}\), the root \(+i\kappa\) decays towards positive \(z\) and the root \(-i\kappa\) grows.

The relation can also be written with inverse squares. Because

\[
\frac{1}{E_c-E}+\frac{1}{E-E_v}=\frac{E_g}{(E_c-E)(E-E_v)},
\]

it follows that

\[
\frac1{\kappa^2}=\frac{\hbar^2}{2m(E_c-E)}+\frac{\hbar^2}{2m(E-E_v)} .
\]

Each term is the squared decay length that one band alone would give. The nearer edge gives the larger term and so has the greater influence on the decay length.

## (c) Where is \(\kappa\) largest, where does it vanish, and how sensitive is it to the band alignment?

**Solution.** With \(E-E_v=\Delta+\varepsilon\) and \(E_c-E=\Delta-\varepsilon\), the product is \(\Delta^2-\varepsilon^2\), and

\[
\kappa=\kappa_{\max}\sqrt{1-\frac{\varepsilon^2}{\Delta^2}},\qquad
\kappa_{\max}=\frac{\Delta}{P}=\frac{1}{\hbar}\sqrt{\frac{mE_g}{2}} .
\]

The graph is a half-ellipse. It vanishes at both edges, \(\varepsilon=\pm\Delta\), and has a single maximum at midgap, \(\varepsilon=0\). At an edge the evanescent wave joins the propagating band state, whose \(k\) is zero there.

The slope,

\[
\frac{d\kappa}{d\varepsilon}=-\frac{\kappa_{\max}}{\Delta}\,\frac{\varepsilon/\Delta}{\sqrt{1-\varepsilon^2/\Delta^2}},
\]

is zero at midgap and diverges at the edges. An error in the band offset therefore changes \(\kappa\) little for a Fermi level near midgap and much for one near an edge.

In the example \(\kappa_{\max}=4/0.7808=5.12\) nm⁻¹, an amplitude decay length of 0.195 nm. Raising the barrier from 1.0 to 1.5 eV changes \(\kappa\) from 3.389 to 3.999 nm⁻¹. For a film of thickness \(d=2\) nm the factor \(e^{-2\kappa d}\) is then multiplied by \(e^{-4\times0.6106}=0.087\). The same shift of 0.5 eV away from midgap, from 4.0 to 3.5 eV, lowers \(\kappa\) by only 0.040 nm⁻¹ and multiplies the factor by 1.17. These numbers describe the exponential factor alone; the prefactor of the transmission, discussed in part (d), also changes with the barrier. Near midgap, where the exponential factor hardly moves, the change of the prefactor can be as large and of either sign, depending on the contacts.

## (d) Find the band character of the wave, and show why transmission through a thick film scales as \(e^{-2\kappa d}\).

**Solution.** For \(k=i\kappa\) the first row of the eigenvalue equation is \((E_c-E)u+iP\kappa v=0\). Multiplying by \(i\) and solving for \(v\),

\[
\frac vu=i\rho,\qquad \rho=\frac{E_c-E}{P\kappa}=\sqrt{\frac{E_c-E}{E-E_v}},
\]

where \(P\kappa=\sqrt{(E-E_v)(E_c-E)}\) was used. The conduction weight is

\[
\frac{|u|^2}{|u|^2+|v|^2}=\frac{1}{1+\rho^2}=\frac{E-E_v}{E_g}.
\]

It is 0.875 for a barrier of 1 eV in the example and 0.5 at midgap. The wave changes from conduction to valence character as its energy crosses the gap.

The time-dependent equation \(i\hbar\,\partial_t\psi=H\psi\) gives \(\partial_t(|u|^2+|v|^2)=-\partial_z j\) with

\[
j=\frac P\hbar(u^*v+v^*u)=\frac{2P}{\hbar}\,\mathrm{Re}(u^*v).
\]

For a single decaying wave \(u^*v=i\rho|u|^2\) is imaginary, so \(j=0\). A current needs both waves:

\[
u=Ae^{-\kappa z}+Be^{\kappa z},\qquad v=i\rho\left(Ae^{-\kappa z}-Be^{\kappa z}\right).
\]

In the product \(u^*v\) the terms in \(|A|^2\) and \(|B|^2\) are imaginary. The cross terms are \(i\rho(B^*A-A^*B)=2\rho\,\mathrm{Im}(A^*B)\), which is real. Hence

\[
j=\frac{4P\rho}{\hbar}\,\mathrm{Im}(A^*B).
\]

The exit contact at \(z=d\) fixes the ratio \(v/u\) there, and so fixes \(r=Be^{\kappa d}/(Ae^{-\kappa d})\) independently of \(d\). Then \(B=rAe^{-2\kappa d}\) and

\[
j=\frac{4P\rho}{\hbar}\,|A|^2\,\mathrm{Im}(r)\,e^{-2\kappa d}.
\]

At the entrance the growing wave is smaller than the decaying one by the factor \(|r|e^{-2\kappa d}\). If neither contact has an interface state near \(E\), then \(|r|\) and the corresponding reflection factor at the entrance are of order one. In that case, when \(e^{-2\kappa d}\ll1\), the growing wave is negligible at the entrance and \(A\) takes the value it would have in an infinitely thick film. The transmission is then \(e^{-2\kappa d}\) times a prefactor set by the contacts. Close to a band edge \(2\kappa d\) is no longer large and this form fails. It also fails near narrow interface resonances. There the reflection factors are large, the transmission can approach one although \(e^{-2\kappa d}\ll1\), and the exponential scaling sets in only for thicker films.

## (e) Compare with a one-band parabolic barrier.

**Solution.** With \(E_c-E=\varphi\) and \(E-E_v=E_g-\varphi\), Franz's relation reads

\[
\kappa^2=\frac{2m\varphi}{\hbar^2}\left(1-\frac{\varphi}{E_g}\right).
\]

The one-band estimate keeps only the first factor, \(\kappa_{\rm par}=\sqrt{2m\varphi}/\hbar\). Therefore

\[
\frac{\kappa_{\rm par}}{\kappa}=\frac1{\sqrt{1-\varphi/E_g}} .
\]

The ratio tends to one for \(\varphi\ll E_g\), equals \(\sqrt2\) at midgap, and diverges at the valence edge. For the example, with \(d=2\) nm:

| \(\varphi\) (eV) | \(\kappa\) (nm⁻¹) | \(\kappa_{\rm par}\) (nm⁻¹) | \(e^{-2\kappa d}\) |
|---|---|---|---|
| 0 | 0 | 0 | 1 |
| 1 | 3.39 | 3.62 | 1.3 × 10⁻⁶ |
| 2 | 4.44 | 5.12 | 2.0 × 10⁻⁸ |
| 4 | 5.12 | 7.25 | 1.3 × 10⁻⁹ |
| 6 | 4.44 | 8.87 | 2.0 × 10⁻⁸ |
| 8 | 0 | 10.25 | 1 |

Barriers of 2 and 6 eV give the same \(\kappa\), because they lie equally far from midgap. The one-band estimate keeps rising, since it contains no valence band for the wave to join. At midgap its exponent \(2\kappa_{\rm par}d\) is 29.0 instead of 20.5. The entries of 1 at the edges are values of the exponential factor and do not mean perfect transmission.

## (f) Replace the continuum by a lattice, and put a defect in it.

Take a chain of cells of length \(a\), each with a site A of energy \(+\Delta\) and a site B of energy \(-\Delta\), and hopping \(t\) between all neighbours. Find \(\kappa\), then the gap level produced by an extra energy \(U\) on one A site.

**Solution.** The amplitudes obey

\[
(\varepsilon-\Delta)A_n=t(B_n+B_{n-1}),\qquad(\varepsilon+\Delta)B_n=t(A_n+A_{n+1}).
\]

For Bloch waves \(e^{iqan}\), multiplying the two equations gives

\[
\varepsilon^2-\Delta^2=t^2(1+e^{-iqa})(1+e^{iqa})=4t^2\cos^2\frac{qa}{2}.
\]

The gap is narrowest at \(q=\pi/a\). Writing \(q=\pi/a+k\) turns the cosine into a sine:

\[
\varepsilon^2=\Delta^2+4t^2\sin^2\frac{ka}{2}.
\]

At small \(k\) this is the band of part (a) with \(P=ta\), so the edge masses agree. Setting \(k=i\kappa_{\rm lat}\), with \(\sin(ix)=i\sinh x\), and using \(\sqrt{\Delta^2-\varepsilon^2}=P\kappa\),

\[
\sinh\frac{\kappa_{\rm lat}a}{2}=\frac{\sqrt{\Delta^2-\varepsilon^2}}{2t}=\frac{\kappa a}{2},
\qquad
\frac{\kappa_{\rm lat}}{\kappa}=1-\frac{(\kappa a)^2}{24}+\dots
\]

Here \(\kappa\) is Franz's value, and the expansion uses \(\operatorname{arcsinh}x=x-x^3/6+\dots\). Since \(\kappa_{\rm lat}\) increases with \(\kappa\), the zeros stay at the edges and the maximum stays at midgap. The size changes. For \(a=0.4\) nm, \(t=0.7808/0.4=1.95\) eV and \(\kappa a/2=1.02\) at midgap, which is not small. The transmission of finite chains 2 and 4 nm long, computed from their Green's functions, gives \(\kappa_{\rm lat}=4.49\) nm⁻¹, 12% below Franz's value. For \(a=0.02\) nm the shortfall is 0.04%. Equal masses and an equal gap thus do not fix the midgap decay when the decay length is shorter than a cell.

**The defect.** Away from the defect the equations are those of the perfect chain, so the tail of a gap level must decay with \(\kappa_{\rm lat}\) at the level's own energy. Let \(A_n=(-\lambda)^{|n|}\) with \(\lambda=e^{-\kappa_{\rm lat}a}\); the sign alternates because the band edge is at \(q=\pi/a\). Eliminating the B amplitudes gives, on the defect site and on any other A site respectively,

\[
(\varepsilon-\Delta-U)(\varepsilon+\Delta)=2t^2(1-\lambda),\qquad
(\varepsilon-\Delta)(\varepsilon+\Delta)=t^2\left(2-\lambda-\frac1\lambda\right).
\]

Subtracting the second from the first,

\[
-U(\varepsilon+\Delta)=t^2\left(\frac1\lambda-\lambda\right)=2t^2\sinh(\kappa_{\rm lat}a).
\]

The right side is positive, so a gap level needs \(U<0\). With \(\sinh2x=2\sinh x\sqrt{1+\sinh^2x}\) and the expression for \(\sinh(\kappa_{\rm lat}a/2)\), squaring yields

\[
U^2=4t^2\,\frac{\Delta-\varepsilon}{\Delta+\varepsilon}+(\Delta-\varepsilon)^2 .
\]

Both terms grow steadily from zero as \(\varepsilon\) falls from \(\Delta\), and the first diverges at \(-\Delta\). Each attractive \(U\) therefore gives one gap level, which sinks from the conduction edge towards the valence edge as \(|U|\) grows. It crosses midgap at \(|U|=\sqrt{4t^2+\Delta^2}\), about 5.59 eV here.

Diagonalizing a chain of 121 cells with \(a=0.4\) nm gives:

| \(U\) (eV) | level \(\varepsilon\) (eV) | tail decay (nm⁻¹) |
|---|---|---|
| −2.0 | +2.83 | 3.37 |
| −5.6 | −0.01 | 4.49 |
| −20.0 | −3.66 | 2.02 |

A stronger potential first shortens the tail and then, past midgap, lengthens it. In this symmetric chain the distance to the nearer band edge sets the decay length of the tail; the strength of the potential enters only through the energy of the level. The last value of \(U\) is chosen to display this and is not meant as a realistic defect. The model has one electron and no lattice relaxation.

## (g) Break the symmetry between the bands. Does the maximum stay at midgap?

Add \(\gamma k^2\) to both diagonal elements, as the free-electron term or remote bands can do, and let \(s=2m\gamma/\hbar^2\) with \(0<s<1\).

**Solution.** The bands become \(\varepsilon=\gamma k^2\pm\sqrt{\Delta^2+P^2k^2}\). Near the edges the coefficients of \(k^2\) are \(\gamma+\hbar^2/2m\) and \(\gamma-\hbar^2/2m\), so

\[
m_c=\frac{m}{1+s},\qquad m_v=\frac{m}{1-s}.
\]

For \(k=i\kappa\),

\[
\varepsilon=-\gamma\kappa^2\pm\sqrt{\Delta^2-P^2\kappa^2}.
\]

A real energy requires \(\kappa\le\Delta/P\), the same maximum as before. As \(\kappa\) rises from zero, the upper sign gives an energy that falls from \(+\Delta\). For the lower sign,

\[
\frac{d\varepsilon}{d(\kappa^2)}=-\gamma+\frac{P^2}{2\sqrt{\Delta^2-P^2\kappa^2}}\ \ge\ -\gamma+\frac{P^2}{2\Delta}=\frac{\hbar^2}{2m}(1-s)>0,
\]

so that energy rises from \(-\Delta\). The two meet where the square root vanishes:

\[
\varepsilon^*=-\gamma\kappa_{\max}^2=-\frac{s\hbar^2}{2m}\,\frac{m\Delta}{\hbar^2}=-\frac{s\Delta}{2}.
\]

The decay constant still vanishes at both edges, but its maximum has moved towards the heavier band. For \(s=0.2\) the masses are 0.417 and 0.625 \(m_0\), and the maximum, still 5.12 nm⁻¹, lies 0.4 eV below midgap. The midgap rule thus rests on the symmetry of the bands.

The determinant is now quadratic in \(k^2\). Its second root at a gap energy is a real \(k\), where \(\gamma k^2\) has bent the lower band up through the gap. For \(s=0.2\) this \(k\) exceeds 45 nm⁻¹ throughout the gap; for the free-electron term alone, \(s=m/m_0=0.5\), it exceeds 14 nm⁻¹. The truncated expansion does not hold there, and the root must be discarded. As \(s\) approaches 1, the root moves to small \(k\) for energies near the valence edge, and the model can then no longer be trusted at those energies. A valence mass many times the conduction mass, as is common in wide-gap oxides, would need such an \(s\). Real dielectrics also have several valence bands, not all of them coupled to the conduction edge. For a real material the position and size of the maximum should therefore be taken from its computed complex band structure.
